\section*{Final grain density for constant nucleation and spherical growth}

\section*{Problem}

A large, initially amorphous body crystallizes at constant temperature. Nuclei of negligible size appear at random and independently, at a constant rate $J$ per unit time and per unit volume of material that is still amorphous. Each nucleus at once grows as a sphere whose radius increases at the constant speed $v$. Where two grains meet, growth stops at the contact and continues elsewhere. Grains do not merge or coarsen.

Find the number $N$ of grains per unit volume when the body is fully crystalline. Evaluate it for $J=10^{-6}\ \mathrm{nm^{-3}\,ns^{-1}}$ and $v=0.3\ \mathrm{nm/ns}$, and decide whether the result may be used for a cubic amorphous cell of edge 50 nm enclosed by crystalline material.

\section*{A tempting solution}

Let $X(t)$ be the crystalline fraction. Nuclei form in the amorphous remainder, so
\begin{equation}
\frac{dN}{dt}=J\,[1-X(t)].
\label{birth}
\end{equation}
To find $X$, add up the volumes of the spheres. Those started between $s$ and $s+ds$ number $J\,ds$ per unit volume, and at time $t$ each has radius $v(t-s)$. With the age $a=t-s$, their total volume per unit volume of the body is
\begin{equation}
A(t)=\int_0^t J\,\frac{4\pi}{3}v^3(t-s)^3\,ds
=\frac{4\pi}{3}Jv^3\int_0^t a^3\,da
=\frac{\pi}{3}Jv^3t^4 .
\label{A}
\end{equation}
Define the time $\tau$ at which $A=1$:
\begin{equation}
\tau=\left(\frac{3}{\pi Jv^3}\right)^{1/4},\qquad A(t)=\left(\frac{t}{\tau}\right)^4 .
\label{tau}
\end{equation}
Now set $X=A$. The body is full at $t=\tau$, and
\begin{equation}
N_{\rm wrong}=J\int_0^\tau\left(1-\frac{t^4}{\tau^4}\right)dt
=J\left(\tau-\frac{\tau}{5}\right)=\frac45\,J\tau .
\label{wrong}
\end{equation}
Since $J\tau=(3/\pi)^{1/4}J^{3/4}v^{-3/4}$, this is $0.791\,(J/v)^{3/4}$.

The dimensions are right, but they could not have exposed an error. The ratio $J/v$ has the dimension length$^{-4}$, and no other combination of powers of $J$ and $v$ is free of time, apart from powers of this one. Any density built from $J$ and $v$ alone is therefore a number times $(J/v)^{3/4}$. The physics left to be settled is in the number.

\section*{Where it fails}

Equation \eqref{birth} is correct, and so is the integral in \eqref{A}. The fault is the step $X=A$. The sum $A$ counts a region covered by two spheres twice. It also includes spheres started at the full rate $J$ everywhere, even in material that has already crystallized, where no nucleus can form. Putting the factor $1-X$ into the sum would remove the second excess but leave the first.

The sum has a useful meaning all the same. Let $K$ be the number of these spheres that cover a chosen point at time $t$, with probabilities $P(K=k)$. The mean of $K$ is $A$, whereas the covered fraction is the probability that $K$ is at least one. They differ by
\begin{equation}
A-P(K\ge1)=\sum_{k\ge1}(k-1)\,P(K=k)\ \ge 0 .
\end{equation}
The tempting solution took a mean number for a probability. The two agree while multiple coverage is rare, which is why the error is invisible at early times.

\section*{The right solution}

\subsection*{Fictitious nuclei do no harm}

Draw nucleation events at rate $J$ throughout the body, including its crystalline part. Events in amorphous material are the real nuclei; the others are called phantoms. Let each event start a sphere that expands freely. We need to show that these spheres together cover exactly the crystalline region.

First consider real nuclei. Suppose that, of all their spheres, the one centred at $x$ is the first to reach a point $z$. Could its grain have been stopped on the way? Then another sphere would have reached some point $w$ on the segment from $x$ to $z$ earlier. Expanding at the same speed, that other sphere would also have reached $z$ earlier, contrary to the assumption. So stopping at contacts does not delay the crystallization of any point, and the free spheres of the real nuclei cover the crystalline region.

Now let a phantom appear at $y$ at time $s$, inside the sphere of a real nucleus that started at $x$ at time $u<s$. Then $|x-y|\le v(s-u)$. For any point $z$ in the phantom's sphere at a later time $t$, $|y-z|\le v(t-s)$, and the triangle inequality gives
\begin{equation}
|x-z|\le |x-y|+|y-z|\le v(s-u)+v(t-s)=v(t-u).
\label{phantom}
\end{equation}
The older sphere already contains $z$. Phantoms add nothing to the covered region. This argument uses the equal, constant growth speeds and the zero initial radius.

\subsection*{The amorphous fraction}

With phantoms included, the events are independent and uniform in space and time, so the number in any region of space-time has a Poisson distribution. A point is amorphous at $t$ if no event at any earlier time $s$ fell within the distance $v(t-s)$ of it. The mean number of such events is the integral \eqref{A}. The Poisson probability of none is therefore
\begin{equation}
1-X(t)=e^{-A(t)}=\exp\left(-\frac{\pi}{3}Jv^3t^4\right).
\label{X}
\end{equation}
For small $A$ this gives $X\simeq A$, as it should. At $t=\tau$, where the tempting solution declares the body full, a fraction $e^{-1}\simeq0.37$ is still amorphous and still nucleating.

\subsection*{Counting the grains}

A real nucleus starts in amorphous material, at a nonzero distance from every existing grain, so it occupies some volume before it meets a neighbour. Without coarsening it keeps that volume. Each real nucleus thus gives one final grain, and \eqref{birth} may be integrated:
\begin{equation}
N=J\int_0^\infty e^{-(t/\tau)^4}\,dt .
\end{equation}
Put $q=(t/\tau)^4$. Then $t=\tau q^{1/4}$ and $dt=(\tau/4)\,q^{-3/4}dq$, so
\begin{equation}
N=\frac{J\tau}{4}\int_0^\infty q^{1/4-1}e^{-q}\,dq
=J\tau\,\frac14\Gamma\!\left(\frac14\right)
=J\tau\,\Gamma\!\left(\frac54\right).
\end{equation}
The last step is $\Gamma(1+p)=p\,\Gamma(p)$ with $p=1/4$. Inserting $J\tau$,
\begin{equation}
N=\Gamma\!\left(\frac54\right)\left(\frac3\pi\right)^{1/4}
\left(\frac Jv\right)^{3/4}
=0.9064\times0.9885\left(\frac Jv\right)^{3/4}
\simeq0.896\left(\frac Jv\right)^{3/4}.
\label{N}
\end{equation}
The tempting answer has $4/5$ in place of $\Gamma(5/4)$ and is about 12\% below the right one. The sign of the error follows from $e^{-A}\ge1-A$, together with the births after $\tau$ that were cut off.

Faster nucleation makes grains more numerous; faster growth makes them fewer, because it removes amorphous volume before new nuclei can form there. Multiplying $J$ and $v$ by the same factor speeds up the transformation but leaves $N$ unchanged.

\section*{Numbers for a large body}

Here $J/v=3.333\times10^{-6}\ \mathrm{nm^{-4}}$ and $(J/v)^{3/4}=7.80\times10^{-5}\ \mathrm{nm^{-3}}$, so
\begin{equation}
N=0.896\times7.80\times10^{-5}\ \mathrm{nm^{-3}}
=6.99\times10^{-5}\ \mathrm{nm^{-3}},
\end{equation}
or $6.99\times10^{16}\ \mathrm{cm^{-3}}$. The mean grain volume is $1/N\simeq14300\ \mathrm{nm^3}$. A sphere of this volume has the diameter $(6/\pi N)^{1/3}=30$ nm.

Setting $X=1/2$ in \eqref{X} gives $A=\ln2$, hence the half-transformation time
\begin{equation}
t_{1/2}=\left(\frac{3\ln2}{\pi Jv^3}\right)^{1/4}=70\ \mathrm{ns}.
\end{equation}
If a pulse ends at time $t$, the same substitution with upper limit $A(t)$ gives the share of the final grains already born,
\begin{equation}
\frac{N(t)}{N}=\frac{1}{\Gamma(1/4)}\int_0^{A(t)}q^{-3/4}e^{-q}\,dq .
\end{equation}
After 100 ns, 94\% of the volume is crystalline and 99.4\% of the grains have been born. The grain count is settled before the volume is full.

A direct simulation of nucleation and impingement in a periodic box separates the two solutions. At 60 ns it gives $X=0.310$. Equation \eqref{X} gives 0.307, while $A=0.366$. The simulated final density, averaged over 12 runs, is 0.994 times \eqref{N}. With $J$ multiplied by 16 at fixed $v$ the ratio is 1.005, and with $v$ multiplied by 16 at fixed $J$ it is 0.994. Including the phantoms changed the state of none of 12000 sampled points.

\section*{The small cell with a crystalline rim}

In a cube of edge $L=50$ nm, equation \eqref{N} would predict $NL^3=8.7$ grains. But the crystalline surroundings also grow inward, at speed $v$ from every face. At time $t$ this rim has left an inner cube of edge $L-2vt$, which vanishes at
\begin{equation}
T=\frac{L}{2v}=83\ \mathrm{ns}.
\end{equation}
Consider a point inside this inner cube. Its distance $d$ from the nearest face exceeds $vt$, so all events that could have reached it lie inside the cell. None of them can have fallen in the rim: an event at $y$ in the rim at time $s$ is at most $vs$ from a face, and if it reached the point by $t$, then $d\le vs+v(t-s)=vt$, a contradiction. The survival probability with respect to internal nuclei is therefore still $e^{-A}$, and the number of new grains is
\begin{equation}
n=JL^3\int_0^T\left(1-\frac tT\right)^3e^{-(t/\tau)^4}\,dt=2.56 .
\label{rim}
\end{equation}
Simulation of 1500 such cells gives $2.63\pm0.04$, where the uncertainty is one standard error; the difference is 1.7 standard errors. The count varies between cells with a standard deviation of 1.6.

Two limits explain the result. For $T\gg\tau$ the rim hardly matters during nucleation and $n\to NL^3$. For $T\ll\tau$ the exponential is close to one and
\begin{equation}
n\to JL^3\,\frac T4=\frac{JL^4}{8v},
\end{equation}
which is proportional to $J/v$ itself, not to its three-quarters power. This limit gives 2.60 here, close to \eqref{rim} although $T$ and $\tau=77$ ns are comparable, because the cubic factor is already small when the exponential begins to fall. The answer to the last question is no: the large-body law overestimates the number of new grains by a factor of 3.4.

\section*{Relation to phase-change memory}

The parameters are round values meant for the set operation of a nucleation-dominated Ge--Sb--Te alloy near 650 K, where grains of some tens of nanometres and set times of order 100 ns are roughly typical. Both rates depend strongly on temperature and composition, and $J$ is the less certain, so the agreement in scale reflects the choice of parameters and is not a prediction. For the 50 nm cell with a crystalline rim, the assumption of a large body fails, with the reduction found above; in a cell so large that $T\gg\tau$ it would hold. The approach is slow: at $T=10\tau$, an edge of about 460 nm, the integral in \eqref{rim} is still 14\% below $NL^3$.

Other departures can be sized with the same $J$ and $v$, changing one thing at a time:
\begin{itemize}
\item With inert walls in place of the rim, the 50 nm cell holds 10.2 grains, about one sixth more than $NL^3$. Points near a wall have fewer possible sources of growth around them and stay amorphous longer.
\item If those walls also nucleate, at an assumed $10^{-5}\ \mathrm{nm^{-2}\,ns^{-1}}$, the count rises to 19.6, or 2.2 times $NL^3$.
\item If $J/v$ falls with temperature with an assumed effective energy of 1 eV, an error of 20 K upward multiplies $J/v$ by 0.59 and $N$ in a large body by 0.67.
\item A nucleation rate that approaches $J$ exponentially with an assumed time constant of 10 ns lowers $N$ in a large body by 3\%.
\item An assumed initial radius of 1 nm lowers it by about 5\%. This is an estimate, since \eqref{phantom} no longer holds when nuclei start with a finite size. It supposes that only the centre of a new nucleus must lie in amorphous material; if the whole nucleus must fit there, the reduction is larger.
\end{itemize}
For these numbers, the temperature error matters more in a large body than the delay or the initial size of the nuclei. In the 50 nm cell with a crystalline rim the temperature error still matters most: the mean number of new grains is nearly proportional to $J/v$ there, so it is multiplied by about 0.59. But the delay is no longer a small effect. The same 10 ns lowers the mean number of new grains from 2.56 to 1.69, about one third. In a large body, later births in material left amorphous for longer make up most of the loss; in the small cell the rim advances regardless and leaves little time for them. Further values are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
numerical prefactor: 0.89601
Gamma(5/4): 0.90640
(3/pi)^(1/4): 0.98854
nucleation rate J: 1.0e-06 nm^-3 ns^-1
nucleation rate J, converted: 1.0e+30 m^-3 s^-1
growth speed v: 0.30 nm/ns
J/v: 3.3333e-06 nm^-4
(J/v)^(3/4): 7.8012e-05 nm^-3
final grain density N: 6.9899e-05 nm^-3
final grain density N, converted: 6.990e+16 cm^-3
N by nested quadrature: 6.9899e-05 nm^-3
mean grain volume: 14306 nm^3
equivalent grain diameter: 30.1 nm
half-transformation time: 70.4 ns
pulse length: 100 ns
X after pulse: 0.9408
share of final grains born by end of pulse: 0.9938
simulation runs per case: 12
simulated N / formula N, example J and v: 0.9943
simulated N / formula N, 16 J and v: 1.0053
simulated N / formula N, J and 16 v: 0.9944
time of fraction check: 60 ns
X at that time, formula: 0.3068
X at that time, simulation: 0.3102
points tested for phantom effect: 12000
points changed by phantoms: 0
cubic cell edge: 50 nm
simulated cells per wall condition: 1500
grains per cell from bulk law: 8.74
time for rim to reach cell centre: 83.3 ns
new grains per cell, crystalline rim, integral: 2.558
same, simulation: 2.631 +/- 0.042 (std. error)
same, cell-to-cell standard deviation: 1.63
rim count / bulk-law count: 0.293
grains per cell, inert walls: 10.22 +/- 0.06
same, cell-to-cell standard deviation: 2.50
inert-wall count / bulk-law count: 1.170
assumed wall nucleation rate: 1.0e-05 nm^-2 ns^-1
grains per cell, nucleating walls: 19.55 +/- 0.09
nucleating-wall count / bulk-law count: 2.238
assumed nucleation delay: 10 ns
N with delay / N: 0.9735
assumed critical radius: 1.0 nm
N with critical radius / N, estimate: 0.9523
temperature: 650 K
temperature error: 20 K
assumed effective energy for fall of J/v: 1.0 eV
J/v at higher temperature / J/v: 0.5869
N at higher temperature / N: 0.6705
\end{verbatim}
